\section*{Scattering by Randomly Oriented Donor–Acceptor Dipoles and by Unpaired Ions}

\section{Scattering by donor--acceptor dipoles}

Suppose that the mobility of a compensated semiconductor is estimated by counting its charged impurities and letting each scatter as an isolated ion. If practically all donors and acceptors sit in close pairs, the estimate is badly wrong. The two Coulomb fields of a pair nearly cancel at distances much larger than the pair separation, and these distant fields are what deflect a slow electron. For the model parameters used below, with carriers supplied by remote dopants, and with scattering by those dopants and collisions between carriers neglected, the estimate makes the mobility limited by the paired ions at 300 K too small by a factor of about 300. It also gives the wrong temperature dependence. The cure is to treat the pair as one scatterer, a dipole.

\subsection{Model and scattering potential}

Hartree atomic units are used, and $T$ stands for $k_{\mathrm B}T$. Electrons of mass $m$ have energy $E=k^2/2m$ and move in a medium of dielectric constant $\varepsilon$. There are $N$ pairs per unit volume, each with a donor of charge $+1$ at $\mathbf d/2$ and an acceptor of charge $-1$ at $-\mathbf d/2$ from its centre. The dipole moment is $\mathbf p=\mathbf d$. Centres are uncorrelated in position, and all orientations are equally likely.

An electron has charge $-1$, so its energy in the field of one pair is
\begin{equation}
U(\mathbf r)=-\frac{1}{\varepsilon|\mathbf r-\mathbf d/2|}+\frac{1}{\varepsilon|\mathbf r+\mathbf d/2|}.
\label{eq:U}
\end{equation}
Since $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$, the Fourier transform of $1/r$ is $4\pi/q^2$. A shift of the origin multiplies it by a phase:
\begin{align}
U(\mathbf q)&=\int e^{-i\mathbf q\cdot\mathbf r}U(\mathbf r)\,d^3r
=-\frac{4\pi}{\varepsilon q^2}\left(e^{-i\mathbf q\cdot\mathbf d/2}-e^{i\mathbf q\cdot\mathbf d/2}\right)
=\frac{8\pi i}{\varepsilon q^2}\sin\frac{\mathbf q\cdot\mathbf d}{2},\nonumber\\
|U(\mathbf q)|^2&=\left(\frac{4\pi}{\varepsilon q^2}\right)^2 2\,[1-\cos(\mathbf q\cdot\mathbf d)].
\label{eq:Uq}
\end{align}
The average of $\cos(\mathbf q\cdot\mathbf d)$ over orientations is $\frac12\int_{-1}^{1}\cos(qdx)\,dx=\sin(qd)/(qd)$. Hence
\begin{equation}
\langle|U|^2\rangle=\frac{32\pi^2}{\varepsilon^2q^4}\left[1-\frac{\sin qd}{qd}\right]
\;\longrightarrow\;\frac{16\pi^2p^2}{3\varepsilon^2q^2}\qquad(qd\ll1),
\label{eq:avg}
\end{equation}
where the limit uses $1-\sin u/u\simeq u^2/6$. A single ion would give $1/q^4$. Cancellation between the charges has removed two powers of $1/q$.

\subsection{From the collision integral to a relaxation time}

In the first Born approximation the transition rate is proportional to the squared transform of the total potential. Terms that connect different pairs carry phases $e^{-i\mathbf q\cdot(\mathbf R_j-\mathbf R_{j'})}$, which average to zero for uncorrelated centres and $\mathbf q\ne0$. The rates of the pairs therefore add. One pair scatters anisotropically, but the sum over many pairs contains the average \eqref{eq:avg}, which depends only on $q$.

Scattering is elastic, so $k'=k$ and
\begin{equation}
q^2=|\mathbf k'-\mathbf k|^2=2k^2(1-\cos\theta).
\label{eq:q}
\end{equation}
Let the distribution deviate from equilibrium by $g(E)\,\mathbf k\cdot\mathbf u$, with $\mathbf u$ a fixed vector. The collision integral sums the rates times $g(E)(\mathbf k'-\mathbf k)\cdot\mathbf u$. The part of $\mathbf k'$ perpendicular to $\mathbf k$ vanishes on integration over azimuth, while the parallel part is $\mathbf k\cos\theta$. The result is $-1/\tau$ times the deviation, with
\begin{equation}
\frac1\tau=2\pi N\int\frac{d^3k'}{(2\pi)^3}\,\langle|U|^2\rangle(1-\cos\theta)\,\delta(E'-E).
\label{eq:golden}
\end{equation}
Now $k'^2dk'=mk'\,dE'$, and the azimuth gives $2\pi$. Equation \eqref{eq:q} gives $1-\cos\theta=q^2/2k^2$ and $|d\cos\theta|=q\,dq/k^2$. Therefore
\begin{equation}
\frac1\tau=\frac{Nmk}{2\pi}\int_{-1}^{1}\langle|U|^2\rangle(1-\cos\theta)\,d\cos\theta
=\frac{Nm}{4\pi k^3}\int_0^{2k}q^3\langle|U|^2\rangle\,dq.
\label{eq:master}
\end{equation}

For $kd\ll1$ the limiting form in \eqref{eq:avg} holds over the whole range of $q$. With $\int_0^{2k}q\,dq=2k^2$,
\begin{equation}
\frac1{\tau_{\rm dip}}=\frac{Nm}{4\pi k^3}\,\frac{16\pi^2p^2}{3\varepsilon^2}\,2k^2
=\frac{8\pi Nmp^2}{3\varepsilon^2k},
\qquad
\tau_{\rm dip}=\frac{3\varepsilon^2\sqrt{2mE}}{8\pi Nmp^2}\propto E^{1/2}.
\label{eq:tau}
\end{equation}
In the first integral of \eqref{eq:master}, the factor $1-\cos\theta$ cancels the $1/q^2$ of the dipole. Equal intervals of $\cos\theta$ thus contribute equally to momentum loss, and no cutoff at small angles is needed. The total scattering rate lacks this factor and does diverge logarithmically at small angle, but those collisions hardly change the current.

\subsection{Finite separation}

If $kd$ is not small, the full average in \eqref{eq:avg} must be kept. Setting $u=qd$ in \eqref{eq:master} gives
\begin{equation}
\frac1{\tau_{\rm pair}}=\frac{8\pi Nm}{\varepsilon^2k^3}F(2kd),\qquad
F(w)=\int_0^w\left(1-\frac{\sin u}{u}\right)\frac{du}{u}.
\label{eq:pair}
\end{equation}
With the cosine integral $\mathrm{Ci}$, for which $\mathrm{Ci}'(u)=\cos u/u$,
\begin{equation}
\frac{d}{du}\left[\ln u+\frac{\sin u}{u}-\mathrm{Ci}(u)\right]
=\frac1u+\frac{\cos u}{u}-\frac{\sin u}{u^2}-\frac{\cos u}{u}
=\frac1u-\frac{\sin u}{u^2},
\end{equation}
which is the integrand. As $u\to0$, $\mathrm{Ci}(u)\to\gamma+\ln u$, where $\gamma$ is Euler's constant, so the bracket tends to $1-\gamma$. Subtracting this lower limit,
\begin{equation}
F(w)=\ln w+\frac{\sin w}{w}-\mathrm{Ci}(w)+\gamma-1.
\label{eq:F}
\end{equation}

For small $w$, integration of $u/6-u^3/120$ gives $F=w^2/12-w^4/480+\dots$. With $w=2kd$ the first term reproduces \eqref{eq:tau}, and the second multiplies the rate by $1-k^2d^2/10$. For large $w$, $F\to\ln(2kd)+\gamma-1$. The electron then resolves the two ions, and the rate has the Coulomb form $k^{-3}$ times a logarithm. The separation $d$ supplies the long-distance cutoff, because the partner ion neutralizes the field beyond it. The $E^{1/2}$ law has been lost.

\subsection{Screening by carriers}

Let mobile carriers of density $n$ screen the potential statically, with $\kappa^2=4\pi n/(\varepsilon T)$ in the nondegenerate case. In the long-wavelength (Debye) approximation, used here for all $q$, each factor $1/q^2$ in $U(\mathbf q)$ becomes $1/(q^2+\kappa^2)$. The integrand for the point dipole is multiplied by $q^4/(q^2+\kappa^2)^2$. Put $s=q^2/4k^2$ and $b=4k^2/\kappa^2$; since $q\,dq\propto ds$, the rate \eqref{eq:tau} is multiplied by
\begin{align}
S(b)&=\int_0^1\frac{s^2\,ds}{(s+1/b)^2}
=\int_0^1\left[1-\frac{2/b}{s+1/b}+\frac{1/b^2}{(s+1/b)^2}\right]ds\nonumber\\
&=1-\frac{2}{b}\ln(1+b)+\frac1{1+b}.
\label{eq:S}
\end{align}
The last term follows from $b^{-2}[b-b/(1+b)]=1/(1+b)$. For large $b$, $S\simeq1-(2\ln b-1)/b$, a small correction. For $b\ll1$ the integrand is close to $b^2s^2$, so $S\simeq b^2/3$. As $b\propto k^2$, the rate then varies as $k^3$ instead of $k^{-1}$. The simple dipole law therefore needs two conditions at the energies that carry the current: $kd\ll1$ and $k\gg\kappa$.

\subsection{Mobility}

A weak force $\mathbf f$ acts on nondegenerate electrons with equilibrium distribution $f_0\propto e^{-E/T}$. Collisions between carriers are neglected, so each energy relaxes on its own. In the steady state, $\mathbf f\cdot\nabla_{\mathbf k}f_0=-f_1/\tau$. Since $\nabla_{\mathbf k}f_0=-\mathbf v f_0/T$, the deviation is $f_1=\tau\,(\mathbf f\cdot\mathbf v)f_0/T$. The mean velocity along $\mathbf f$, divided by the force, is
\begin{equation}
\mu=\frac{\langle v^2\tau\rangle}{3T}=\frac{2\langle E\tau\rangle}{3mT}
=\frac1m\,\frac{\int_0^\infty\tau(E)\,E^{3/2}e^{-E/T}dE}{\int_0^\infty E^{3/2}e^{-E/T}dE}.
\label{eq:mu}
\end{equation}
The density of states is proportional to $E^{1/2}$, and the last step uses $\langle E\rangle=3T/2$. Because the carrier charge is of unit size, $\mu$ is the magnitude of the mobility.

Inserting \eqref{eq:tau} with $E=xT$ leaves the ratio $\Gamma(3)/\Gamma(5/2)=2/(3\sqrt\pi/4)=8/(3\sqrt\pi)$:
\begin{equation}
\mu_{\rm dip}=\frac1m\,\frac{3\varepsilon^2\sqrt{2mT}}{8\pi Nmp^2}\,\frac{8}{3\sqrt\pi}
=\frac{\varepsilon^2\sqrt{2mT}}{\pi^{3/2}Nm^2p^2}\propto T^{1/2}.
\label{eq:mudip}
\end{equation}
This power assumes that $N$, $p$, $m$ and $\varepsilon$ do not change with temperature.

\subsection{The same ions unpaired}

Now place the same $2N$ ions at uncorrelated positions. Interference between partners disappears, and in the Born approximation donors and acceptors scatter equally because the rate is quadratic in the charge. In \eqref{eq:master}, $\langle|U|^2\rangle$ is replaced by $2(4\pi/\varepsilon)^2/(q^2+\kappa^2)^2$. With $t=q^2$,
\begin{align}
\frac1{\tau_{\rm ion}}&=\frac{8\pi Nm}{\varepsilon^2k^3}\,\frac12\int_0^{4k^2}\frac{t\,dt}{(t+\kappa^2)^2}
=\frac{4\pi Nm}{\varepsilon^2k^3}\left[\ln(t+\kappa^2)+\frac{\kappa^2}{t+\kappa^2}\right]_0^{4k^2}\nonumber\\
&=\frac{4\pi Nm}{\varepsilon^2k^3}L(b),\qquad L(b)=\ln(1+b)-\frac{b}{1+b}.
\label{eq:ion}
\end{align}
Here screening is essential: without it $b\to\infty$ and $L$ diverges. Dividing \eqref{eq:ion} by the rate in \eqref{eq:tau},
\begin{equation}
\frac{\tau_{\rm dip}}{\tau_{\rm ion}}=\frac{3L(b)}{2k^2d^2}.
\label{eq:ratio}
\end{equation}

Apart from $L$, $\tau_{\rm ion}$ grows as $E^{3/2}$. The integrand of the numerator in \eqref{eq:mu} is then $E^3e^{-E/T}$, with its maximum at $E=3T$. Holding $L$ at that energy, where $k^2=6mT$ and $b=24mT/\kappa^2$, leaves $\Gamma(4)/\Gamma(5/2)=8/\sqrt\pi$:
\begin{equation}
\mu_{\rm ion}\simeq\frac{\varepsilon^2(2mT)^{3/2}}{4\pi Nm^2L}\,\frac8{\sqrt\pi}
=\frac{2\varepsilon^2(2mT)^{3/2}}{\pi^{3/2}Nm^2L},
\qquad
\frac{\mu_{\rm dip}}{\mu_{\rm ion}}\simeq\frac{L}{4mTd^2}.
\label{eq:muion}
\end{equation}
The mobility ratio equals \eqref{eq:ratio} taken at $k^2=6mT$. Both ratios use the unscreened point-dipole rate and so assume $kd\ll1$ and $k\gg\kappa$. In that range $L$ varies only logarithmically, and the ratio grows for closer pairs and slower electrons. For $b\ll1$, where $L\simeq b^2/2$, the dipole rate must be multiplied by $S(b)$ and these forms do not apply.

The factor $T^{3/2}$ in \eqref{eq:muion} is modified by $L$. At fixed $n$, $\kappa^2\propto1/T$ and so $b\propto T^2$. For large $b$, $dL/d\ln b=b^2/(1+b)^2\simeq1$, and the local exponent of $\mu_{\rm ion}$ is about $3/2-2/L$.

\subsection{A numerical case}

Take round model parameters $m=0.05$, $\varepsilon=15$, $d=10$ bohr, $N=10^{15}$ cm$^{-3}$ and $n=10^{16}$ cm$^{-3}$. The carriers are taken to come from dopants outside the region, so their parent ions are not counted as scatterers, and scattering by the remote dopants is neglected. This is possible only in a thin layer, about 0.1 $\mu$m thick for these numbers, because the charge of the carriers is not neutralized inside it. Even then the neglect is an idealization. The remote ions, $10^{11}$ cm$^{-2}$, outnumber the pairs ten to one. A small-angle estimate for motion along the layer at $E=3T$ and 300 K puts their rate at about 50 times that of the pairs for a spacer of 20 nm, about 4 times for 100 nm and about equal for 200 nm. With them included, the gain from pairing would be roughly 7, 60 and 160. The ratios below compare the paired and unpaired ions alone. In a thick sample the parent ions, ten for every pair, would scatter too, and pairing would raise the impurity-limited mobility by only about 20\% in the approximation used here. At 300 K, $T=9.500\times10^{-4}$ hartree. The carrier density is 0.036 of the effective density of states, which justifies nondegenerate statistics. The screening length, 875 bohr, is shorter than the mean ion spacing of 1500 bohr.

At $E=3T$, $k=0.01688$ bohr$^{-1}$ and $kd=0.169$. With $N=1.482\times10^{-10}$ bohr$^{-3}$, equation \eqref{eq:tau} gives
\begin{equation}
\tau_{\rm dip}=\frac{3(15)^2(0.01688)}{8\pi(1.482\times10^{-10})(0.05)(10)^2}
=6.12\times10^8\ \text{a.u.},
\end{equation}
or $1.48\times10^7$ fs. Finite separation lowers the rate by 0.3\% and screening lowers it by 1.4\%, so both conditions for the simple law are met. For the unpaired ions, $b=873$ and $L=5.77$ give $\tau_{\rm ion}=4.87\times10^4$ fs.

The mobility formula \eqref{eq:mudip}, with $2mT=9.500\times10^{-5}$, yields
\begin{equation}
\mu_{\rm dip}=\frac{(15)^2\sqrt{9.500\times10^{-5}}}{\pi^{3/2}(1.482\times10^{-10})(0.05)^2(10)^2}
=1.063\times10^{10}\ \text{a.u.},
\end{equation}
which is $4.52\times10^8$ cm$^2$/(V\,s). So large a value means that these pairs alone would hardly limit the current. It is not a prediction of the total mobility, since phonons and all other scatterers are left out. In a polar semiconductor with similar $m$ and $\varepsilon$, phonons at 300 K typically limit the mobility to the order of $10^4$ cm$^2$/(V\,s). This is far below even the value for unpaired ions, $1.46\times10^6$ cm$^2$/(V\,s), so pairing would hardly change the total mobility there. The impurity part is itself sensitive to incomplete pairing: at $E=3T$, the rates above show that leaving only about 0.3\% of the ions unpaired would double the impurity scattering. In addition, 10 bohr is not much larger than the spacing of atoms in a crystal, so point charges in a uniform dielectric are only a rough model of a real pair.

Equation \eqref{eq:muion} gives the ratio
\begin{equation}
\frac{\mu_{\rm dip}}{\mu_{\rm ion}}\simeq\frac{5.774}{4(0.05)(9.500\times10^{-4})(10)^2}=304.
\end{equation}
Integration over energy with finite, screened pairs and the full $L(b)$ gives 317. The difference has two parts: the pair mobility is 2.3\% above the ideal dipole value, and holding $L$ fixed overestimates the unpaired mobility by 1.8\%.

Collisions between carriers would change this ratio. They conserve the total momentum but share it among all energies. If they are very frequent, the distribution is a shifted Maxwellian, and $\mu=1/(m\langle1/\tau\rangle)$, where the average has the weight $E^{3/2}e^{-E/T}$ of \eqref{eq:mu}. For $\tau\propto E^{1/2}$ this lowers the mobility by the factor $\Gamma(5/2)^2/[\Gamma(2)\Gamma(3)]=9\pi/32\simeq0.88$. For $\tau\propto E^{3/2}$, with $L$ held fixed, the factor is $\Gamma(5/2)^2/[\Gamma(1)\Gamma(4)]=3\pi/32\simeq0.29$. Holding $L$ fixed exaggerates this drop, because $\langle1/\tau\rangle$ weights low energies, where $L$ is smaller. With the full $L(b)$ and screened finite pairs, the factors at 300 K are 0.89 and 0.42. The unpaired mobility falls more, so the advantage of pairing becomes larger than the value given here, about 680 in this limit. The effect is not small for these parameters: the carriers are five times as dense as the ions, so they collide with each other more often than with unpaired ions, and far more often than with pairs.

The integrated ratio falls from 503 at 150 K to 194 at 600 K. Still without collisions between carriers, the effective exponents of $T$ between 300 and 600 K are 0.50 for ideal dipoles, 0.48 for screened finite pairs and 1.19 for unpaired ions. The second lies below one half because screening raises the mobility more at the lower temperature, as the large-$b$ form of \eqref{eq:S} shows. The third agrees with \eqref{eq:muion}: from 300 to 600 K, $b$ grows fourfold and $L$ rises from 5.77 to about $5.77+\ln4=7.16$, so the exponent is $3/2-\ln(7.16/5.77)/\ln2\simeq1.19$.

The return to independent ions can be followed by increasing $d$ at fixed $k$ and $\kappa$. At $E=3T$ and 300 K, the rate of screened pairs divided by that of unpaired ions is 0.0032 for $d=10$ bohr, 0.028 for 30 bohr, 0.25 for 100 bohr and 0.92 for 1000 bohr. The first step is close to the factor 9 expected from $d^2$; later growth is slower. At 3000 bohr the ratio has just crossed 1, with a printed excess of $0.00016$. The excess grows to about $0.001$ near 4000 bohr and falls below $10^{-4}$ by $10^4$ bohr. An excess is allowed, because the interference term contains $\sin(qd)/(qd)$, which takes both signs. Separations of this size exceed the mean ion spacing, so this last entry checks the limit of the formula and does not describe recognizable pairs.

\subsection{Beyond the Born approximation}

For unpaired ions the Born parameter is $m/(\varepsilon k)$, the inverse of $\varepsilon$ times the velocity. It is 0.20 at the energy used above, and it grows for slower electrons. The ideal dipole behaves differently. Its potential falls as $1/r^2$, just as the kinetic energy scales, so its strength is measured by a number without any energy in it, $D=mp/\varepsilon$.

With the polar axis along $-\mathbf p$, the potential is $p\cos\vartheta/(\varepsilon r^2)$. Multiplying the Schr\"odinger equation by $2m$ puts the operator $\Lambda=\mathbf L^2+2D\cos\vartheta$ in the place of $\mathbf L^2$. Write its eigenvalues as $\lambda(\lambda+1)$. For each eigenfunction, $r$ times the radial function obeys
\begin{equation}
u''+\left[k^2-\frac{\lambda(\lambda+1)}{r^2}\right]u=0,\qquad
u=\sqrt{kr}\,J_{\lambda+1/2}(kr)\propto\sin\left(kr-\frac{\lambda\pi}{2}\right)\quad(kr\to\infty).
\label{eq:radial}
\end{equation}
The choice of this solution needs a reason. Near the origin it behaves as $(kr)^{\lambda+1}$ and the second solution as $(kr)^{-\lambda}$; in the lowest channel, where $\lambda<0$, both are square-integrable. For a real pair the two are matched at $r\sim d$ to an inner solution whose logarithmic derivative is of order $1/d$. Barring a resonance, this fixes the coefficient of the second solution at order $(kd)^{2\lambda+1}$ relative to the first, which vanishes as $kd\to0$ when $\lambda+\frac12$ is real and positive. The ideal dipole is this limit, which is approached slowly when $\lambda+\frac12$ is small. The outgoing coefficient is $-e^{-i\pi\lambda}$ times the incoming one. At large $r$ a plane wave along $\mathbf n$ is
\begin{equation}
e^{ik\mathbf n\cdot\mathbf r}\to\frac{2\pi}{ikr}\left[\delta(\hat{\mathbf r},\mathbf n)e^{ikr}-\delta(\hat{\mathbf r},-\mathbf n)e^{-ikr}\right].
\end{equation}
Keeping its incoming part and subtracting its outgoing part from the true outgoing wave gives the amplitude
\begin{equation}
f(\mathbf n',\mathbf n)=\frac{2\pi}{ik}\,\langle\mathbf n'|\,e^{-i\pi\hat\lambda}\Pi-1\,|\mathbf n\rangle,
\label{eq:f}
\end{equation}
where $\Pi$ inverts directions and $\hat\lambda$ has the eigenvalues $\lambda$. For $D=0$, $e^{-i\pi l}(-1)^l=1$ and $f$ vanishes, as it must.

The operator in \eqref{eq:f} does not contain $k$. Hence the transport cross section $\sigma_{\rm tr}=\int|f|^2(1-\cos\theta)\,d\Omega$, averaged over orientation, varies as $1/k^2$. With $1/\tau=N(k/m)\sigma_{\rm tr}$, the law $\tau\propto E^{1/2}$ survives beyond the Born approximation for ideal, unscreened dipoles that scatter independently, provided $D$ lies below the critical value found below. Only the coefficient changes. Its Born value follows from \eqref{eq:tau}:
\begin{equation}
\sigma_{\rm tr}^{\rm Born}=\frac{m}{Nk\,\tau_{\rm dip}}=\frac{8\pi D^2}{3k^2}.
\label{eq:sigma}
\end{equation}

Reversing $\mathbf p$ changes the sign of $D$ but leaves the orientation average unchanged, so the relative correction to \eqref{eq:sigma} starts at order $D^2$. Numerical diagonalization of $\Lambda$ gives a partial-wave cross section 1.009 times the Born value at $D=0.1$, 1.09 times at $D=0.3$ and 1.32 times at $D=0.5$. In the case above $D=0.033$, and the correction is about 0.1\%.

There is an upper limit to $D$. Since $\lambda+\frac12=\sqrt{\lambda(\lambda+1)+\frac14}$, the index in \eqref{eq:radial} is real only while the lowest eigenvalue of $\Lambda$ stays above $-\frac14$. That eigenvalue reaches $-\frac14$ at $D=0.639$. For stronger dipoles the point-dipole potential no longer fixes the solution near the origin, and the finite separation and the short-range potentials of the two ions must be included. The numerical output follows.

\section*{Numbers as computed}
\begin{verbatim}
band mass m = 0.05 electron masses; dielectric constant = 15.0
pair separation d = 10.0 bohr; dipole strength D = 0.0333
pair density N = 1.0e+15 cm^-3 = 1.4818e-10 bohr^-3
carrier density n = 1.0e+16 cm^-3 = 1.4818e-09 bohr^-3
300 K: k_B T = 9.5004e-04 hartree; n/N_c = 0.0356
300 K: screening length = 874.8 bohr
mean ion spacing (2N)^(-1/3) = 1499.9 bohr
At E = 3 k_B T, 300 K:
  k = 0.01688 bohr^-1; kd = 0.1688; b = 872.5
  L(b) = 5.7736; screening factor S(b) = 0.9856
  finite-size factor 3F/(kd)^2 = 0.9972
  ion Born parameter m/(eps k) = 0.1974
  tau dipole = 6.1196e+08 a.u. = 1.4803e+07 fs
  tau unpaired ions = 2.0140e+06 a.u. = 4.8715e+04 fs
  tau ratio dipole/unpaired = 303.9
Mobilities in cm^2/(V s):
  T/K  ideal dipole  screened pair  unpaired  pair/unpaired
  150  3.1982e+08  3.4061e+08  6.7759e+05  502.7
  300  4.5230e+08  4.6259e+08  1.4616e+06  316.5
  600  6.3964e+08  6.4720e+08  3.3413e+06  193.7
300 K ideal dipole mobility = 1.0631e+10 a.u.
300 K unpaired mobility = 3.4354e+07 a.u.
300 K unpaired, L fixed at 3 k_B T = 1.4885e+06 cm^2/(V s)
300 K closed mobility ratio L/(4mTd^2) = 303.9
Exponent of T between 300 and 600 K (dimensionless):
  ideal dipole 0.5000; screened pair 0.4845; unpaired 1.1929
Screened pair rate / unpaired rate at E = 3 k_B T, 300 K:
  d = 10 bohr: 0.00323
  d = 30 bohr: 0.02845
  d = 100 bohr: 0.24606
  d = 300 bohr: 0.62468
  d = 1000 bohr: 0.91937
  d = 3000 bohr: 1.00016
Ideal dipole, partial-wave / Born transport cross section:
  D = 0.0333: 1.001
  D = 0.1000: 1.009
  D = 0.3000: 1.088
  D = 0.5000: 1.323
critical dipole strength D = 0.6393
\end{verbatim}
